# The g Factor of a Bound Dirac Electron, from 1s to Any Level, part 2

We seek the $g$ factor of an electron (mass $m$, charge $-e$) bound in a hydrogenlike ion. It is defined by the linear Zeeman shift in a weak uniform field $B$ along $z$,

$$\Delta E=g\,\mu_B B\,m_j,\qquad \mu_B=\frac{e\hbar}{2m},$$

where $m_j$ is the eigenvalue of $J_z/\hbar$. The nucleus is a fixed point charge without a magnetic moment; recoil and radiative corrections are left out.

In units $\hbar=m=c=1$, the Hamiltonian without the field is $\boldsymbol\alpha\cdot\mathbf p+\beta+V$, with Dirac matrices $\boldsymbol\alpha$ and $\beta$. The potential is $V=-\zeta/r$ with $\zeta=Z\alpha$, where this $\alpha$ is the fine-structure constant. The energy $E$ includes the rest energy.

The integer $\kappa$ fixes $j=|\kappa|-\tfrac12$, with $j(j+1)=\kappa^2-\tfrac14$; it is negative for $l=j-\tfrac12$ and positive for $l=j+\tfrac12$. The radial functions $P$ (upper, large component) and $Q$ (lower, small component) are real, satisfy $\int_0^\infty(P^2+Q^2)\,dr=1$, and obey

$$P'=-\frac{\kappa}{r}P+(E+1-V)Q,\qquad Q'=\frac{\kappa}{r}Q-(E-1-V)P .$$

The expectation value of the magnetic operator $(\mathbf r\times\boldsymbol\alpha)_z$ gives, for any central potential,

$$g=\frac{2\kappa}{j(j+1)}\,R,\qquad R=\int_0^\infty rPQ\,dr .$$

For 1s this yields

$$g_{1s}=\frac23(1+2\gamma),\qquad \gamma=\sqrt{1-(Z\alpha)^2},$$

where $\gamma$ is also the 1s energy. The numerical example is hydrogenlike carbon, C$^{5+}$, with $Z=6$ and $\zeta=0.04378412$.

To avoid computing $R$ level by level, the radial equations were used to find the derivative of $r(P^2+Q^2)$, which was integrated from zero to infinity. The boundary term $r(P^2+Q^2)$ vanishes at both ends. With $\langle\beta\rangle=\int(P^2-Q^2)dr$, the result, in which $V$ no longer appears explicitly, is

$$g=\frac{\kappa}{j(j+1)}\left(\kappa\langle\beta\rangle-\frac12\right).$$

Q: The potential has dropped out. That looks too good.

A: Its explicit form has dropped out, but it still shapes $P$ and $Q$ and so determines $\langle\beta\rangle$. The formula holds for a local central potential that enters the Dirac equation as $V$ does here and whose bound functions make the boundary terms vanish. What is special to the Coulomb potential is the next step, which replaces $\langle\beta\rangle$ by the energy.

Q: Why should $\langle\beta\rangle$ be an energy? The Hamiltonian also contains $\boldsymbol\alpha\cdot\mathbf p$ and $V$.

A: Those two cancel on average in a Coulomb field. To show it from the radial equations, consider $F=QP'-PQ'$. Inserting the derivatives gives

$$F=(E-V)(P^2+Q^2)-(P^2-Q^2)-\frac{2\kappa}{r}PQ .$$

Differentiate this expression and collect the terms with $P'$ and those with $Q'$:

$$F'=-V'(P^2+Q^2)+\frac{2\kappa}{r^2}PQ+P'\left[2(E-1-V)P-\frac{2\kappa}{r}Q\right]+Q'\left[2(E+1-V)Q-\frac{2\kappa}{r}P\right].$$

By the radial equations the first bracket is $-2Q'$ and the second is $2P'$, so the last two terms cancel. In $(rF)'=F+rF'$ the terms with $\kappa$ cancel as well:

$$(rF)'=(E-V-rV')(P^2+Q^2)-(P^2-Q^2).$$

Integration gives a virial relation,

$$\langle\beta\rangle=E-\langle V+rV'\rangle .$$

For $V=-\zeta/r$ we have $rV'=+\zeta/r=-V$. The last average vanishes, and $\langle\beta\rangle=E$. Comparison with $E=\langle\boldsymbol\alpha\cdot\mathbf p\rangle+\langle\beta\rangle+\langle V\rangle$ then shows the cancellation $\langle\boldsymbol\alpha\cdot\mathbf p\rangle=-\langle V\rangle$.

Q: The Coulomb potential is singular. Are you sure about the boundary term at $r=0$?

A: Near the origin $P$ and $Q$ behave as $r^{\gamma_\kappa}$ with

$$\gamma_\kappa=\sqrt{\kappa^2-\zeta^2},$$

as the series below will confirm. The products $QP'$ and $PQ'$ in $F$ are then each of order $r^{2\gamma_\kappa-1}$. Multiplied by $r$, they are of order $r^{2\gamma_\kappa}$ and tend to zero whenever $\gamma_\kappa>0$, and so does $rF$. In fact $rF$ vanishes faster than either product, because $P$ and $Q$ start with the same power of $r$ and the leading terms cancel in the difference. The earlier boundary term, of order $r^{2\gamma_\kappa+1}$, vanishes as well. The condition $\zeta<1$ is therefore sufficient for every $\kappa$.

Restoring $mc^2$, we have for any bound level of the point-Coulomb problem

$$g=\frac{\kappa}{j(j+1)}\left(\frac{\kappa E}{mc^2}-\frac12\right).$$

This is the generalization associated with Margenau. For 1s, $\kappa=-1$ and $E=\gamma mc^2$, so $g=\tfrac43(\gamma+\tfrac12)=\tfrac23(1+2\gamma)$, as before.

Q: A formula in terms of $E$ is useful if I know $E$. Derive the levels.

A: Let $\lambda=\sqrt{1-E^2}$, which is the decay constant at large $r$, and write

$$P=e^{-\lambda r}\sum_{k\ge0}a_kr^{\gamma_\kappa+k},\qquad Q=e^{-\lambda r}\sum_{k\ge0}b_kr^{\gamma_\kappa+k}.$$

Equating the coefficients of $r^{\gamma_\kappa+k-1}$ in the radial equations gives

$$(\gamma_\kappa+k+\kappa)a_k-\zeta b_k=\lambda a_{k-1}+(1+E)b_{k-1},$$

$$(\gamma_\kappa+k-\kappa)b_k+\zeta a_k=\lambda b_{k-1}+(1-E)a_{k-1}.$$

At $k=0$ the right sides are zero. A nonzero solution needs a vanishing determinant, $\gamma_\kappa^2-\kappa^2+\zeta^2=0$, which is the exponent quoted above.

The two right sides are proportional. Because $\lambda^2=(1-E)(1+E)$, $\lambda$ times the first equals $(1+E)$ times the second. The left sides obey the same relation:

$$\lambda\left[(\gamma_\kappa+k+\kappa)a_k-\zeta b_k\right]=(1+E)\left[(\gamma_\kappa+k-\kappa)b_k+\zeta a_k\right].$$

Q: Why must the series stop?

A: Suppose that it does not. For large $k$ the last relation requires $\lambda a_k\approx(1+E)b_k$. The first recurrence then gives $ka_k\approx2\lambda a_{k-1}$, which is the growth of the coefficients of $e^{2\lambda r}$. Together with the prefactor $e^{-\lambda r}$, the functions would grow as $e^{\lambda r}$ and could not be normalized.

Let $k=N$ be the last nonzero term. The right sides at $k=N+1$ must vanish, so $\lambda a_N=-(1+E)b_N$. Insert this into the relation at $k=N$, multiply by $\lambda$, and divide by $(1+E)b_N$:

$$-\lambda(\gamma_\kappa+N+\kappa)-\frac{\lambda^2\zeta}{1+E}=\lambda(\gamma_\kappa+N-\kappa)-(1+E)\zeta .$$

The terms $\lambda\kappa$ cancel. With $\lambda^2/(1+E)=1-E$, what remains is $2\lambda(\gamma_\kappa+N)=\zeta[(1+E)-(1-E)]=2\zeta E$, or

$$\lambda(\gamma_\kappa+N)=\zeta E .$$

Squaring and using $\lambda^2=1-E^2$ gives, with $n=N+|\kappa|$,

$$\frac{E}{mc^2}=\left[1+\frac{\zeta^2}{(n-|\kappa|+\gamma_\kappa)^2}\right]^{-1/2}.$$

Q: You showed that stopping implies this energy. Does this energy imply stopping, for both signs of $\kappa$?

A: Insert $\lambda(\gamma_\kappa+N)=\zeta E$ into the relation at $k=N$. The coefficient of $a_N$ becomes $\lambda\kappa-\zeta$. After multiplication by $\lambda$, the relation takes the form

$$(\lambda\kappa-\zeta)\left[\lambda a_N+(1+E)b_N\right]=0 .$$

If $\lambda\kappa\ne\zeta$, the second factor vanishes and the series stops. The energy formula gives $\lambda^2=\zeta^2/[\zeta^2+(\gamma_\kappa+N)^2]$, so $\lambda\kappa=\zeta$ would require $\kappa>0$ and $(\gamma_\kappa+N)^2=\kappa^2-\zeta^2=\gamma_\kappa^2$, that is, $N=0$. Hence both signs occur for $N\ge1$.

For $N=0$ the first equation at $k=0$ gives $b_0/a_0=(\gamma_\kappa+\kappa)/\zeta$. This has the sign of $\kappa$, since $\gamma_\kappa<|\kappa|$. Stopping requires $b_0/a_0=-\lambda/(1+E)<0$, so only $\kappa<0$ is allowed. This is why there is a 1s level but no 1p level.

Q: The energy depends on $|\kappa|$ alone. Do $2s_{1/2}$ and $2p_{1/2}$ then share a $g$ factor?

A: They share $E$ but not $g$. The product $\kappa\cdot\kappa E$ is the same for both signs, while the term $-\tfrac12\kappa$ changes sign. For equal $n$ and $|\kappa|$,

$$g(-|\kappa|)-g(|\kappa|)=\frac{|\kappa|}{j(j+1)},$$

which is $\tfrac43$ for $j=\tfrac12$, whatever the nuclear charge.

Q: Does the formula reduce to the Landé factor for light ions?

A: Set $E=1$. Because $j(j+1)=(\kappa-\tfrac12)(\kappa+\tfrac12)$, the result is

$$g_0=\frac{\kappa(\kappa-\tfrac12)}{j(j+1)}=\frac{2\kappa}{2\kappa+1}.$$

The Landé formula with spin factor 2 is $1+[j(j+1)+\tfrac34-l(l+1)]/[2j(j+1)]$. For both signs of $\kappa$, $l(l+1)=\kappa(\kappa+1)$. The numerator is then $\tfrac12-\kappa$, and the expression becomes $1-1/(2\kappa+1)=2\kappa/(2\kappa+1)$. The two agree.

For finite binding, subtraction gives

$$g=g_0-\frac{\kappa^2}{j(j+1)}\left(1-\frac{E}{mc^2}\right).$$

The correction is proportional to the binding energy in units of $mc^2$. To leading order $1-E/mc^2\approx\zeta^2/(2n^2)$, so the correction is $-\kappa^2\zeta^2/[2n^2j(j+1)]$ and falls off as $1/n^2$ for fixed $\kappa$.

Q: Let me see that in carbon.

A: These are the levels of C$^{5+}$ in the same model:

| State | $\kappa$ | $E/mc^2$ | $g$ | Landé $g_0$ |
|---|---:|---:|---:|---:|
| $1s_{1/2}$ | −1 | 0.99904102 | 1.998721 | 2.000000 |
| $2s_{1/2}$ | −1 | 0.99976023 | 1.999680 | 2.000000 |
| $2p_{1/2}$ | 1 | 0.99976023 | 0.666347 | 0.666667 |
| $2p_{3/2}$ | −2 | 0.99976034 | 1.333078 | 1.333333 |
| $3d_{3/2}$ | 2 | 0.99989348 | 0.799886 | 0.800000 |
| $3d_{5/2}$ | −3 | 0.99989349 | 1.199890 | 1.200000 |

For $2p_{3/2}$, for example, $\kappa^2/[j(j+1)]=4/(15/4)=16/15$ and $1-E/mc^2=0.00023966$. The correction is $-0.000256$, which takes $1.333333$ to $1.333078$ within rounding. Direct integration of the magnetic operator was tested against the energy formula for all six levels, here and at $\zeta=0.5$. In the carbon table the largest absolute difference is about $2\times10^{-14}$.

Q: You said that the energy form is special to the Coulomb potential. Can you make it fail?

A: Screen the potential: $V=-\zeta e^{-\mu r}/r$, with the round model values $\zeta=0.5$ and $\mu=0.1$ in units of $mc/\hbar$. Now $V+rV'=\zeta\mu e^{-\mu r}$ is positive. For the lowest state with $\kappa=-1$ the calculation gives $E=0.909875$ and $\langle V+rV'\rangle=0.038251$, both in units of $mc^2$. The virial relation yields

$$\langle\beta\rangle=0.909875-0.038251=0.871624 .$$

The general formula gives $g=\tfrac43(0.871624+0.5)=1.8288$, in agreement with direct integration. Putting $E$ in place of $\langle\beta\rangle$ gives $1.8798$, which is too large by $\tfrac43\times0.038251=0.0510$. The same caution applies to a nucleus of finite size or to a local central mean field: keep $\langle\beta\rangle$, or replace it by $E-\langle V+rV'\rangle$, not by $E$ alone. For a mean field this gives only the $g$ factor of one electron in that potential; in a real many-electron ion the magnetic interaction between the electrons adds terms of the same order as the screening.

Q: And how weak must the magnetic field be?

A: At $B=1$ T, $\mu_BB=5.78838\times10^{-5}$ eV. The 1s splitting between $m_j=\pm\tfrac12$ is

$$g_{1s}\mu_BB=1.998721\times5.78838\times10^{-5}\ \text{eV}=1.15694\times10^{-4}\ \text{eV},$$

or 27.975 GHz after division by Planck's constant. The 2p fine-structure interval is 0.05876 eV, about 1015 times $\mu_BB$.

Q: One part in a thousand is larger than your binding corrections in the 2p levels. Could mixing not hide them?

A: It could disturb a single shifted level, since the quadratic shift is of order $(\mu_BB)^2$ divided by the interval. That quadratic shift does not enter the splitting between $m_j$ and $-m_j$. A rotation by $180^\circ$ about the $x$ axis reverses both $B$ and $J_z$, so $E(m_j,B)=E(-m_j,-B)$. The difference $E(m_j,B)-E(-m_j,B)$ is therefore odd in $B$ and contains no quadratic term. The $g$ factor is its linear coefficient. Mixing first enters this difference at third order in $B$, with a relative size equal to $(1/1015)^2\approx10^{-6}$ times an angular factor, which is $\tfrac29$ for $2p_{1/2}$ and $-\tfrac19$ for the $m_j=\pm\tfrac12$ states of $2p_{3/2}$. At 1 T this is one to two parts in $10^7$, far below the 2p binding corrections of a few parts in $10^4$. The 3d fine-structure interval is only about $100\,\mu_BB$ at 1 T, so there the effect is about one part in $10^5$, and the 3d levels need a field roughly eight times weaker for the same relative size. When $\mu_BB$ becomes comparable with the fine structure, the $m_j=\pm\tfrac12$ states of $2p_{1/2}$ and $2p_{3/2}$ must be diagonalized together, and one linear coefficient no longer describes their shifts. The states with $m_j=\pm\tfrac32$ have no partner in the 2p shell and take no part in this mixing.

Q: Then may I compare $1.998721$ directly with a measured $g$ factor of C$^{5+}$?

A: No. The anomaly of the free electron alone raises $g$ by $0.0023193$, which is larger in size than the 1s binding correction of $-0.00127865$. A comparison needs this anomaly, the changes that binding makes in the radiative corrections, nuclear recoil and nuclear size. The value $1.998721$ is the Dirac part for a fixed point nucleus. The numerical output below gives it with the intermediate quantities.

## Values computed for the example and the checks

```
Hydrogenlike carbon C5+, point nucleus, Dirac level
Nuclear charge number Z = 6
zeta = Z*alpha = 0.04378412
gamma for 1s = 0.99904102
1s <r>, diagonalization = 34.23710 hbar/(m c)
1s R = int r P Q dr, diagonalization = -0.74952051 hbar/(m c)
1s <beta>, diagonalization = 0.99904102
1s small-component weight = 4.7949e-04
1s g, direct integration = 1.99872135
1s g, (2/3)(1+2 gamma) = 1.99872135
1s binding correction g - 2 = -0.00127865
1s leading correction -(2/3) zeta^2 = -0.00127803
State, kappa, E/(m c^2), g formula, g direct, Lande g:
1s1/2  -1 0.99904102 1.9987214 1.9987214 2.0000000
2s1/2  -1 0.99976023 1.9996803 1.9996803 2.0000000
2p1/2   1 0.99976023 0.6663470 0.6663470 0.6666667
2p3/2  -2 0.99976034 1.3330777 1.3330777 1.3333333
3d3/2   2 0.99989348 0.7998864 0.7998864 0.8000000
3d5/2  -3 0.99989349 1.1998904 1.1998904 1.2000000
Largest |g direct - g formula| in table = 1.9e-14
g(2s1/2) - g(2p1/2) = 1.3333333
Magnetic field B = 1.0 T
mu_B*B = 5.78838e-05 eV
1s Zeeman splitting = 1.15694e-04 eV
1s Zeeman splitting / h = 27.9746 GHz
2p fine-structure splitting = 0.05876 eV
Fine structure / (mu_B*B) = 1015
Free-electron anomaly g_e - 2 (left out) = 0.00231930
Screened model V = -zeta exp(-mu r)/r, lowest kappa = -1 state
Model zeta = 0.5, mu = 0.1 m c/hbar
Model E/(m c^2) = 0.909875
Model <beta> = 0.871624
Model <V + r V'>/(m c^2) = 0.038251
Model g, direct integration = 1.828833
Model g, formula with <beta> = 1.828833
Model g, formula with E (not valid) = 1.879833
```
